# The inverse-square current law for void nucleation at blocking line ends, part 1

(Sections cited here and not found follow in the second part.)

## I. The long line and the nucleation time

### A special case: doubling the current

Consider a straight metal line occupying $x>0$, with an end at $x=0$ that no atom can cross. An electric current pushes the atoms toward $+x$. Atoms leave the neighbourhood of the end and none replace them, so the metal there is pulled into tension. Suppose that the stress $\sigma(x,t)$ obeys

$$\partial_t\sigma=\kappa\,\partial_x^2\sigma,\qquad \partial_x\sigma\big|_{x=0}=-G,\qquad \sigma(x,0)=0,$$

where $\kappa$ is a constant and $G$ is proportional to the current density. These equations are derived below.

Let $\sigma_1(x,t)$ be the solution for one value of $G$, and define

$$\sigma_2(x,t)=\sigma_1(2x,4t).$$

One time derivative of $\sigma_2$ produces a factor 4. Two space derivatives produce $2\times2=4$. The diffusion equation therefore still holds. At the end, one space derivative produces a factor 2, so $\partial_x\sigma_2=-2G$. The initial stress is still zero. Thus $\sigma_2$ is the solution for twice the current.

At the end itself, $\sigma_2(0,t)=\sigma_1(0,4t)$. Whatever stress the first line reaches at time $4t$, the second reaches at time $t$. Doubling the current divides the time to any given stress by four.

Nothing was solved, and the argument shows what it needs: no length other than the one set by diffusion, and a $\kappa$ that does not change with current. What remains is to derive the equation, find the prefactor, and learn when these needs are met.

### Conventions and assumptions

Stress means hydrostatic stress, positive in tension. The algebra uses atomic units, so the elementary charge is $e=1$; in other units each force $Z^*\rho j$ below becomes $eZ^*\rho j$. Boltzmann's constant $k_B$ is kept. The symbols are:

- $j>0$, the magnitude of the current density, with electrons flowing toward $+x$;
- $\rho$, the resistivity, and $Z^*>0$, the magnitude of the effective charge number;
- $\Omega$, the atomic volume, and $D$, the effective atomic diffusivity of the line;
- $B$, the effective modulus of the metal and its confinement;
- $T$, the temperature, and $\sigma_c>0$, the stress at which a void forms.

The assumptions for the main theorem are as follows.

**A1.** Stress and flux vary along $x$ only, and vacancies stay in local equilibrium with the stress.

**A2.** $D,B,T,\rho,Z^*$ and $\Omega$ are uniform and constant in time. When currents are compared, they are also the same for each current.

**A3.** The end $x=0$ blocks atoms. The line is so long that its far part remains unstressed up to nucleation.

**A4.** The initial stress is zero.

**A5.** A void nucleates when the stress first reaches $\sigma_c$, a fixed number. This replaces the statistics of nucleation by a threshold.

### Lemma 1: the atom flux

*For forces that do little work over one atomic hop, the flux toward $+x$ is*

$$J=\frac{D}{\Omega k_BT}\left(Z^*\rho j+\Omega\,\partial_x\sigma\right).$$

*Proof.* Let an atom hop a distance $a$ in either direction at rate $\nu$ when no force acts. Its mean square displacement after time $t$ is $2\nu a^2t$, since $2\nu t$ independent hops each contribute $a^2$. In one dimension this equals $2Dt$, so $D=\nu a^2$.

A force $F$ toward $+x$ lowers the barrier for forward hops by $Fa/2$ and raises that for backward hops by the same amount. The mean velocity is

$$v=a\nu\left(e^{Fa/2k_BT}-e^{-Fa/2k_BT}\right)=2a\nu\sinh\frac{Fa}{2k_BT}.$$

For $Fa\ll k_BT$, the hyperbolic sine may be replaced by its argument, so

$$v=\frac{\nu a^2F}{k_BT}=\frac{DF}{k_BT}.$$

Two forces act. The first is the electron wind, of magnitude $Z^*\rho j$, because $\rho j$ is the electric field and $Z^*$ the effective charge. It points along the electron flow, toward $+x$.

The second comes from stress. When an atom is added to a grain boundary or interface under tension $\sigma$, the solid expands by $\Omega$ and the tension does work $\Omega\sigma$. The chemical potential is therefore lowered:

$$\mu=\mu_0-\Omega\sigma.$$

Elastic energy of second order in $\sigma$ is neglected. The corresponding force is $-\partial_x\mu=+\Omega\partial_x\sigma$, which drives atoms toward greater tension. There are $1/\Omega$ atoms per unit volume, so $J=v/\Omega$ with $F=Z^*\rho j+\Omega\partial_x\sigma$. This is the stated flux. $\square$

### Lemma 2: Korhonen's equation

*Define*

$$\kappa=\frac{DB\Omega}{k_BT},\qquad G=\frac{Z^*\rho j}{\Omega}.$$

*Then*

$$\partial_t\sigma=\partial_x\left[\kappa(\partial_x\sigma+G)\right],\qquad \partial_x\sigma\big|_{x=0}=-G.$$

*Proof.* Let $C$ be the number of atoms per unit volume of the confined line. Removing a small fraction of them while the surroundings hold the metal in place creates tension. The modulus $B$ is defined by

$$\frac{dC}{C}=-\frac{d\sigma}{B}.$$

To leading order in $\sigma/B$, $C$ on the left may be replaced by $1/\Omega$, so $\partial_tC=-\partial_t\sigma/(\Omega B)$. Atom conservation requires $\partial_tC=-\partial_xJ$. The two minus signs cancel:

$$\partial_t\sigma=\Omega B\,\partial_xJ.$$

Inserting Lemma 1 and taking one factor $\Omega$ out of the bracket gives

$$\Omega BJ=\frac{DB}{k_BT}\left(Z^*\rho j+\Omega\partial_x\sigma\right)
=\frac{DB\Omega}{k_BT}\left(\partial_x\sigma+\frac{Z^*\rho j}{\Omega}\right),$$

which is $\kappa(\partial_x\sigma+G)$. At a blocking end $J=0$. Since $\kappa>0$, the bracket vanishes there. $\square$

The boundary condition has a direct meaning. The stress gradient at the end pushes atoms back with a force equal to the wind. The stress must fall with distance from the end, so the end is in tension.

### Lemma 3: the stress profile

*Under A1–A4,*

$$\sigma(x,t)=G\left[2\sqrt{\frac{\kappa t}{\pi}}\,e^{-x^2/4\kappa t}-x\,\mathrm{erfc}\frac{x}{2\sqrt{\kappa t}}\right].$$

*Proof.* It is convenient to solve first for the net driving gradient

$$q=\partial_x\sigma+G.$$

For constant $\kappa$, Lemma 2 reads $\partial_t\sigma=\kappa\partial_xq$. Differentiating in $x$, and using that $G$ is constant, gives

$$\partial_tq=\kappa\,\partial_x^2q,\qquad q(0,t)=0,\qquad q(x,0)=G.$$

These data contain no length, so try $q=Gf(\eta)$ with $\eta=x/(2\sqrt{\kappa t})$. The derivatives of $\eta$ are

$$\partial_t\eta=-\frac{\eta}{2t},\qquad \partial_x\eta=\frac{1}{2\sqrt{\kappa t}}.$$

The equation becomes

$$-\frac{\eta}{2t}f'=\kappa\frac{f''}{4\kappa t},\qquad\text{hence}\qquad f''=-2\eta f'.$$

Therefore $f'=Ae^{-\eta^2}$. The end requires $f(0)=0$. The initial condition requires $f(\infty)=1$, because $\eta\to\infty$ as $t\to0$ at fixed $x>0$. Since $\int_0^\infty e^{-u^2}du=\sqrt\pi/2$, the constant is $A=2/\sqrt\pi$, and

$$q=G\,\mathrm{erf}\frac{x}{2\sqrt{\kappa t}}.$$

The far line is unstressed. Integrating $\partial_x\sigma=q-G$ inward from infinity gives

$$\sigma(x,t)=\int_x^\infty(G-q)\,ds
=2G\sqrt{\kappa t}\int_\eta^\infty\mathrm{erfc}(u)\,du,$$

where $s=2\sqrt{\kappa t}\,u$. Integration by parts, with $d\,\mathrm{erfc}(u)/du=-2e^{-u^2}/\sqrt\pi$, yields

$$\int_\eta^\infty\mathrm{erfc}(u)\,du
=-\eta\,\mathrm{erfc}(\eta)+\frac{2}{\sqrt\pi}\int_\eta^\infty ue^{-u^2}du
=\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}(\eta).$$

Multiplication by $2G\sqrt{\kappa t}$ gives the stated profile.

This function satisfies the original equation, not merely its derivative. Differentiating the integral for $\sigma$ in time gives

$$\partial_t\sigma=-\int_x^\infty\partial_tq\,ds=-\kappa\int_x^\infty\partial_s^2q\,ds=\kappa\,\partial_xq,$$

because $\partial_xq$ vanishes at infinity. As $t\to0$, both terms of the profile vanish, so the initial stress is zero.

The solution is unique among those that decay at infinity. The difference $w$ of two solutions obeys $\partial_tw=\kappa\partial_x^2w$, has zero slope at the end, and starts at zero. Multiplying by $w$ and integrating by parts gives

$$\frac{d}{dt}\int_0^\infty\frac{w^2}{2}\,dx=-\kappa\int_0^\infty(\partial_xw)^2dx\le0.$$

The integral on the left starts at zero and cannot become negative, so $w=0$. $\square$

### Theorem 1: nucleation time

*Under A1–A5, the void nucleates at $x=0$ at the time*

$$t_n=\frac{\pi\sigma_c^2}{4\kappa G^2}
=\frac{\pi}{4}\,\frac{\sigma_c^2\,\Omega k_BT}{DB(Z^*\rho j)^2}.$$

*Hence $t_n\propto j^{-2}$.*

*Proof.* Lemma 3 gives $\partial_x\sigma=q-G=-G\,\mathrm{erfc}(\eta)<0$. The stress is therefore greatest at $x=0$, where

$$\sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}}.$$

This increases with time. Setting it equal to $\sigma_c$ and squaring gives $\sigma_c^2=4G^2\kappa t_n/\pi$, which is the first form. For the second, insert the definitions:

$$\kappa G^2=\frac{DB\Omega}{k_BT}\,\frac{(Z^*\rho j)^2}{\Omega^2}
=\frac{DB(Z^*\rho j)^2}{\Omega k_BT}.$$

By A2, $j$ is the only factor that changes between the currents compared. $\square$

**Remark 1: why the power is two.** The atoms removed by time $t$ are proportional to $jt$. The tension they leave is spread over a length of order $\sqrt{\kappa t}$. The stress therefore grows as $jt/\sqrt t=j\sqrt t$, and a fixed stress requires a fixed $j^2t$.

The count of atoms can be made precise. Integrating Korhonen's equation over the line gives

$$\frac{d}{dt}\int_0^\infty\sigma\,dx=\kappa\left[q(\infty,t)-q(0,t)\right]=\kappa G.$$

Dividing the integrated stress by $B$ gives the missing atoms as an equivalent length of line:

$$\frac1B\int_0^\infty\sigma\,dx=\frac{\kappa G}{B}t=\frac{DZ^*\rho j}{k_BT}\,t=v_{\rm w}t,$$

where $v_{\rm w}$ is the drift velocity due to the wind alone.

**Remark 2: what counts as long.** At nucleation the diffusion length is

$$\sqrt{\kappa t_n}=\frac{\sqrt\pi}{2}\,\frac{\sigma_c}{G}.$$

It grows as the current falls. A line that is long in a test at high current may not be long at a lower one.

### A worked example

Take $T=573$ K, $j=2$ MA/cm², $\sigma_c=100$ MPa, $B=10$ GPa, $\Omega=12$ Å³, $Z^*=1$ and $\rho=4$ µΩ cm. The diffusivity follows $D=D_0e^{-E/k_BT}$ with $D_0=10^{-5}$ cm²/s and $E=0.90$ eV. With $k_BT=0.04938$ eV,

$$D=10^{-5}\,e^{-0.90/0.04938}\ \mathrm{cm^2/s}=1.21\times10^{-13}\ \mathrm{cm^2/s}.$$

The product $B\Omega$ is $0.749$ eV, which is $15.2\,k_BT$. Multiplying $D$ by this ratio and changing units gives $\kappa=0.663$ µm²/h.

The electric field is $\rho j=8$ V/cm, so the wind force is $8.0\times10^{-8}$ eV/Å. Over a hop of 2.5 Å its work is about $4\times10^{-6}k_BT$, which justifies the weak-force step in Lemma 1. Dividing the force by $\Omega$ gives $G=10.68$ MPa/µm. Then

$$t_n=\frac{\pi(100)^2}{4(0.6628)(10.681)^2}\ \mathrm h=104\ \mathrm h,$$

or 4.3 days. The diffusion length is then 8.3 µm. The wind drift is 0.708 nm/h, and the missing atoms amount to $0.708\times103.9\approx74$ nm of line.

A finite-volume solution of Korhonen's equation on a line of 100 µm, blocked at both ends, gives 415.5, 103.9 and 26.0 h at 1, 2 and 4 MA/cm², all at the same temperature. The theorem gives the same values to this precision. The fitted exponent is 1.9998.

## II. How far the inverse square reaches

### What is carried over

The line lies along $x$, with a blocking end at $x=0$ and the electron wind toward $+x$. Tension is positive, and atomic units with $e=1$ are used in the algebra. The stress obeys

$$\partial_t\sigma=\partial_x[\kappa(\partial_x\sigma+G)],\qquad \partial_x\sigma\big|_{x=0}=-G,$$

with $\kappa=DB\Omega/k_BT$ and $G=Z^*\rho j/\Omega$. Here $D$ is the diffusivity, $B$ the effective modulus, $\Omega$ the atomic volume, $Z^*$ the effective charge number, $\rho$ the resistivity and $j$ the current density. For a long line, constant $\kappa$ and zero initial stress,

$$\sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}},\qquad t_n=\frac{\pi\sigma_c^2}{4\kappa G^2}.$$

In the example, $\kappa=0.663$ µm²/h, $G=10.68$ MPa/µm and $\sigma_c=100$ MPa at 573 K and 2 MA/cm², so $t_n=104$ h. Each variation below keeps these values except where it states a change.

### Theorem 2: zero initial stress is sufficient, not necessary

*Let the line be semi-infinite and its initial stress uniform, $\sigma(x,0)=\sigma_0<\sigma_c$. Let $\kappa(\sigma)>0$ depend on stress but not otherwise on current. Assume that the problem has a unique solution and that its end stress reaches $\sigma_c$. Then $t_n\propto j^{-2}$. For constant $\kappa$,*

$$t_n=\frac{\pi(\sigma_c-\sigma_0)^2}{4\kappa G^2}.$$

*Proof.* Define $X=Gx$ and $\theta=G^2t$. Then $\partial_x=G\partial_X$ and $\partial_t=G^2\partial_\theta$, so

$$G^2\partial_\theta\sigma
=G\partial_X\left[\kappa(\sigma)(G\partial_X\sigma+G)\right]
=G^2\partial_X\left[\kappa(\sigma)(\partial_X\sigma+1)\right].$$

The factor $G^2$ cancels. The end condition becomes $\partial_X\sigma=-1$, and the uniform initial stress is unchanged. No trace of $G$ remains, so $\sigma_c$ is reached at a value $\theta_c$ that does not depend on current. Hence $t_n=\theta_c/G^2$.

If $\kappa$ is constant, $\sigma-\sigma_0$ obeys the same equation and end condition with zero initial value. It must rise to $\sigma_c-\sigma_0$, which replaces $\sigma_c$ in Theorem 1. $\square$

On a long line the nucleation time varies as $j^{-2}$, and this survives a uniform initial stress and a diffusivity that depends on stress. It remains to put numbers to these two cases and to see what localized initial stress, a second blocking end, self-heating and void growth do to the law.

All numerical values are calculated from the stated model.
